# Vacancy formation entropy and concentration from twelve softened neighbour modes

**The situation.** An atom is taken from inside a crystal and placed at a kink site on its surface, where it is taken to vibrate like a bulk atom. This leaves a vacancy without changing the number of atoms, so the number of vibrational modes is also unchanged. Each of the twelve nearest neighbours of the vacancy has one independent harmonic mode whose frequency falls by ten percent, from $\nu$ to $\nu'=0.9\,\nu$. All other modes keep their frequencies. The frequencies do not depend on temperature, the external pressure is negligible, and the vibrations are classical unless a part says otherwise. $k$ is Boltzmann's constant and $h$ is Planck's constant.

**Data for silver, an fcc metal with twelve nearest neighbours.** The following are rough typical values: formation enthalpy $H=1.10$ eV, mode frequency $\nu=4.0$ THz and cubic lattice parameter $a=0.41$ nm. The temperature is $T=1000$ K, so $kT=0.08617$ eV. The ten percent softening is an assumption of the question, not a calculated property of silver.

## Part (a)

**Question.** Find the entropy and mean energy of one classical harmonic mode. How does each change when the mode softens?

**Answer.** Let the mode have mass $m$, displacement $q$, momentum $p$ and angular frequency $\omega=2\pi\nu$. Its energy is $p^2/2m+m\omega^2q^2/2$, and its partition function is the phase-space integral

$$Z=\frac1h\int_{-\infty}^{\infty}e^{-p^2/2mkT}\,dp\int_{-\infty}^{\infty}e^{-m\omega^2q^2/2kT}\,dq .$$

Both integrals are Gaussian, with $\int e^{-\alpha s^2}ds=\sqrt{\pi/\alpha}$. Hence

$$Z=\frac1h\sqrt{2\pi mkT}\,\sqrt{\frac{2\pi kT}{m\omega^2}}=\frac{2\pi kT}{h\omega}=\frac{kT}{h\nu}.$$

The mass cancels. The free energy is $F=-kT\ln(kT/h\nu)$, and differentiation at fixed $\nu$ gives

$$S=-\frac{\partial F}{\partial T}=k\ln\frac{kT}{h\nu}+k,\qquad U=F+TS=kT .$$

On softening, the entropy therefore changes by

$$\Delta S=k\ln\frac{kT}{h\nu'}-k\ln\frac{kT}{h\nu}=k\ln\frac{\nu}{\nu'} ,$$

which is positive, while the mean energy does not change. A softer spring lets the atom explore a wider range of positions at the same thermal energy. The momentum distribution is unaffected, so the whole entropy gain comes from the displacements.

## Part (b)

**Question.** Calculate the vibrational formation entropy $S_f$ of the vacancy. What would it be if the force constants, rather than the frequencies, fell by ten percent?

**Answer.** Independent modes have additive entropies, and the unaltered modes cancel between the crystals with and without the vacancy. Twelve equal contributions remain:

$$S_f=12\,k\ln\frac{1}{0.9}=12\times0.10536\,k=1.264\,k .$$

In practical units this is $0.109$ meV/K. It excludes the configurational entropy of choosing where the vacancies sit, which enters separately in part (c).

For a small fractional softening $\delta$, the expansion $-\ln(1-\delta)=\delta+\delta^2/2+\dots$ gives $S_f\approx12\,\delta\,k$. With $\delta=0.1$ this is $1.20\,k$, and the second-order term adds $12\times0.005\,k=0.06\,k$, which accounts for the difference at this precision. At the other extreme, $\delta\to1$, the formula diverges logarithmically. There the restoring force vanishes, the displacements become large, and the harmonic assumption fails before the divergence is reached.

A frequency is proportional to the square root of its force constant. If the force constants fell by ten percent, then $\nu'/\nu=\sqrt{0.9}$ and

$$S_f=12\,k\ln\frac1{\sqrt{0.9}}=6\,k\ln\frac1{0.9}=0.632\,k ,$$

half the previous value. The statement of what is softened therefore matters.

## Part (c)

**Question.** Derive the equilibrium fraction $c$ of vacant lattice sites for dilute, non-interacting vacancies. By what factor does the softening increase it at fixed $H$ and $T$?

**Answer.** Let $N$ atoms and $n$ vacancies occupy $N+n$ sites. By part (a), softening leaves the vibrational energy unchanged, so each vacancy costs a free energy $H-TS_f$ with the same $H$ as an unsoftened vacancy. The vacancies can be arranged in $(N+n)!/(N!\,n!)$ ways, so the Gibbs energy relative to the perfect crystal is

$$G(n)=n(H-TS_f)-kT\ln\frac{(N+n)!}{N!\,n!}.$$

For large numbers, Stirling's approximation $\ln M!\approx M\ln M-M$ applies. The linear terms cancel, because $-(N+n)+N+n=0$, which leaves

$$\ln\frac{(N+n)!}{N!\,n!}\approx(N+n)\ln(N+n)-N\ln N-n\ln n .$$

Its derivative with respect to $n$ is $\ln(N+n)+1-\ln n-1=\ln[(N+n)/n]$. Setting $dG/dn=0$ gives

$$H-TS_f+kT\ln\frac{n}{N+n}=0 ,$$

and therefore

$$c=\frac{n}{N+n}=e^{S_f/k}\,e^{-H/kT}.$$

This is a minimum, since $d^2G/dn^2=kT\,[1/n-1/(N+n)]>0$.

With unsoftened modes $S_f=0$ and $c_0=e^{-H/kT}$. The enhancement is

$$\frac{c}{c_0}=e^{S_f/k}=\left(\frac1{0.9}\right)^{12}=3.54 .$$

Within the classical harmonic model this factor depends on neither $T$ nor $H$. It multiplies the prefactor of $c$ and leaves the slope of $\ln c$ against $1/T$ unchanged. For force constants lowered by ten percent, the factor is $0.9^{-6}=1.88$.

## Part (d)

**Question.** Evaluate the vacancy fraction for the silver data, with and without softening, and the number of vacancies per cubic centimetre.

**Answer.** The exponent is $H/kT=1.10/0.08617=12.765$, so

$$c_0=e^{-12.765}=2.86\times10^{-6},\qquad c=3.54\,c_0=1.01\times10^{-5}.$$

About one site in 100,000 is vacant. The entropy lowers the free energy of formation by $TS_f=0.109$ eV, roughly a tenth of $H$. This energy is $1.264\,kT$, so a correction that is small beside $H$ still multiplies the population by $e^{1.264}=3.54$.

An fcc cubic cell contains four sites. With $a=4.1\times10^{-8}$ cm, the site density is $4/a^3=5.80\times10^{22}$ cm$^{-3}$, and the vacancy density is

$$1.01\times10^{-5}\times5.80\times10^{22}\ \text{cm}^{-3}\approx5.9\times10^{17}\ \text{cm}^{-3}.$$

## Part (e)

**Question.** Find the leading quantum corrections to $S_f$ and to the enhancement. Is the classical treatment adequate here? What happens to the enhancement in the cold limit?

**Answer.** Let $x=h\nu/kT$. Summing over the levels $(j+\tfrac12)h\nu$ as a geometric series gives

$$Z=\sum_{j=0}^{\infty}e^{-(j+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac1{2\sinh(x/2)} .$$

For small $x$, $2\sinh(x/2)=x(1+x^2/24+\dots)$, so

$$\frac{F}{kT}=\ln x+\frac{x^2}{24}+\dots$$

To differentiate, write $x=\theta/T$ with $\theta=h\nu/k$. Then $F=k[T\ln\theta-T\ln T+\theta^2/(24T)]$ to this order, and

$$\frac Sk=-\frac1k\frac{\partial F}{\partial T}=1-\ln x+\frac{x^2}{24}.$$

Softening replaces $x^2$ by $0.81x^2$. Taking the softened value minus the original one for twelve modes,

$$\frac{S_f}{k}=12\ln\frac1{0.9}-\frac{12(0.19)x^2}{24},$$

$$\ln\frac c{c_0}=-\frac{\Delta F}{kT}=12\ln\frac1{0.9}+\frac{12(0.19)x^2}{24}.$$

The corrections have opposite signs. The mean energy $U=F+TS=kT(1+x^2/12)$ now falls on softening, by $12(0.19)x^2kT/12=0.19x^2kT$ in total. This gain in $-\Delta F$ is twice the loss of $0.095x^2kT$ in $TS_f$. The enhancement is then no longer $e^{S_f/k}$ alone.

Here $x=0.192$, and the correction is $0.095x^2=0.0035$. The level sums give $S_f=1.261\,k$ and an enhancement of $3.553$, against the classical $1.264\,k$ and $3.541$. The classical treatment is adequate.

In the cold limit, $x\gg1$, each mode is in its ground state and $F\to h\nu/2$. The entropy difference vanishes, but the zero-point energy falls by $12\times0.1\,h\nu/2=0.6\,h\nu$. The enhancement becomes $e^{0.6x}$, an energy effect rather than an entropy effect.

## Part (f)

**Question.** Atoms diffuse by jumping into vacancies. Does the larger vacancy concentration imply faster diffusion by the same factor? Use classical harmonic transition-state theory, and assume that the energy and frequencies at the saddle point are unchanged.

**Answer.** Let the vacancy configuration have $M$ modes with frequencies $\nu_i$, and let the saddle point have $M-1$ stable modes with frequencies $\nu_j^\ddagger$. The remaining direction is the path across the barrier. The one-way thermal flux along it contributes

$$\int_0^\infty\frac pm\,e^{-p^2/2mkT}\,\frac{dp}{h}=\frac{kT}{h}.$$

Multiplying by the saddle's partition function and dividing by that of the well gives the jump rate for a barrier $E_m$:

$$\Gamma=\frac{kT}{h}\,\frac{\prod_{j=1}^{M-1}(kT/h\nu_j^\ddagger)}{\prod_{i=1}^{M}(kT/h\nu_i)}\,e^{-E_m/kT}
=\frac{\prod_{i=1}^{M}\nu_i}{\prod_{j=1}^{M-1}\nu_j^\ddagger}\,e^{-E_m/kT}.$$

The powers of $kT/h$ cancel. The twelve softened frequencies stand in the numerator, so $\Gamma$ is multiplied by $0.9^{12}=0.282$. The diffusion coefficient is proportional to $c\,\Gamma$ at fixed jump geometry, and

$$\frac{c\,\Gamma}{c_0\Gamma_0}=0.9^{-12}\times0.9^{12}=1 .$$

There are more vacancies, but each is a roomier well from which escape is slower. With the saddle held fixed, the two effects cancel. If the saddle also softens, its frequencies in the denominator fall and diffusion does become faster.

## Part (g)

**Question.** How far can the calculated vacancy fraction be trusted for real silver at 1000 K?

**Answer.** The chosen temperature is high but leaves silver solid, and the inputs are of typical size. A real vacancy, however, need not soften one mode per neighbour by an equal amount and leave every other mode alone. The estimates below change one thing at a time at 1000 K; the sizes of the changes are trial values, not properties of silver.

- **Other neighbour modes.** The twelve neighbours have 24 further modes. If the frequency of each rose by 1%, $c$ would be multiplied by $1.01^{-24}=0.79$.
- **Anharmonicity.** Let each softened mode have potential energy $\tfrac12kT\,u^2(1+0.02u^2)$, where $u$ is the displacement divided by its harmonic root-mean-square value. If the bulk modes they replace are kept harmonic, integration over all twelve modes multiplies $c$ by $0.73$. The added term narrows the well. With its coefficient fixed in energy units, it lowers the entropy by about $0.60\,k$ and the mean energy by about $0.28\,kT$. Only the difference from the bulk counts. If the replaced bulk modes carry the same quartic term in energy units, their coefficient is $0.02\times0.9^4\approx0.013$ and the factor is about $0.9$. The sign here is set by the trial term: if a neighbour of the empty site is less stiffened at large displacement than a bulk atom, anharmonicity raises $c$ instead.
- **Formation enthalpy.** A value of $H$ lower by $0.05$ eV multiplies $c$ by $1.79$.
- **Vacancy pairs.** There are six nearest-neighbour bonds per site, so for a binding energy $B$ the number of pairs per site is about $6c^2e^{B/kT}$. Each pair holds two vacancies, and the ratio of paired to single vacancies is $12c\,e^{B/kT}$. For $B=0.10$ eV this is $3.9\times10^{-4}$, so the dilute approximation holds.

The quantum and pairing corrections are negligible beside the first three. Small changes spread over many modes, or a small error in $H$, can alter the vacancy fraction by tens of percent or more. The factor $3.54$ follows from the stated softening; for real silver, $c\approx10^{-5}$ is an order-of-magnitude estimate. Thermal expansion and electronic entropy are also left out and have not been sized here. The numerical output below gives the values to more digits.

## Table of computed values

```
fcc nearest neighbours: 12
frequency ratio soft/original: 0.90
formation enthalpy H (rough): 1.10 eV
temperature: 1000 K
original mode frequency (rough): 4.0 THz
lattice parameter (rough): 0.41 nm
thermal energy kT: 0.08617 eV
entropy gain per mode: 0.10536 k
formation entropy: 1.2643 k
formation entropy: 0.1090 meV/K
small-change estimate of entropy: 1.20 k
T times formation entropy: 0.1090 eV
concentration enhancement: 3.5407 (ratio)
H/kT: 12.765
vacancy fraction, unsoftened: 2.859e-06 per site
vacancy fraction, softened: 1.012e-05 per site
site density: 5.804e+22 cm^-3
vacancy density, softened: 5.875e+17 cm^-3
If force constants, not frequencies, fall by 10 percent:
  formation entropy: 0.6322 k
  enhancement: 1.8817 (ratio)
Quantum check:
  h nu/kT: 0.1920
  formation entropy: 1.2608 k
  enhancement: 3.5531 (ratio)
Jump rate with unchanged saddle:
  integrated rate ratio, one soft mode: 0.9013
  harmonic rate ratio, all soft modes: 0.2824
  concentration times rate, ratio: 1.0000
Neglected effects, as factors on the vacancy fraction:
  other neighbour modes: 24
  these modes 1 percent stiffer: 0.788
  trial quartic coefficient: 0.02 (ratio)
  quartic term in soft modes: 0.729
  H lower by 0.05 eV: 1.786
Trial pair binding energy: 0.10 eV
Paired to single vacancies: 3.88e-04 (ratio)
```
